# The climbing-image setting in elastic-band searches for a vacancy-hop saddle

## One image near a barrier top

Let a particle move along a line whose energy near the barrier top is $E=E_s-\tfrac12\kappa q^2$, with $\kappa>0$ and the top at $q=0$. A chain of copies of the particle, called images, spans the barrier with equal spacing $\ell$. The image nearest to the top is at a distance of at most $\ell/2$, so the highest energy on the chain falls short of $E_s$ by anything from zero to

$$\tfrac12\kappa(\ell/2)^2=\kappa\ell^2/8 .$$

Relaxing the chain further does not help, because equal spacing fixes where the images sit.

The force on the highest image is $F=-dE/dq=\kappa q$, which points away from the top. Reverse it, release the image from its springs, and move it by a step $\alpha$ times the reversed force:

$$q\to q-\alpha\kappa q=(1-\alpha\kappa)q .$$

For $0<\alpha\kappa<2$ the factor has magnitude below one, and the image settles on the top whatever the spacing. This is what the climbing-image setting does. With more than one coordinate, the force must be reversed along the path while the image still relaxes across it. The direction of the path then matters.

## A vacancy hop with a known saddle

An atom in a monolayer hops into a neighbouring vacancy. Let $x$ run from its site to the vacancy, a distance $a$ away, and let $y$ be its sideways displacement. All other atoms are represented by the fixed energy surface

$$V(x,y)=U(x)+\tfrac K2[y-h(x)]^2,\qquad h=b\sin^2(\pi u),\quad u=x/a .$$

The profile $U$ is defined by its slope, $U'(x)=(A/a)\,u(u-s)(u-1)$ with $\tfrac12<s<1$. Since $dU/du=aU'$, integration from $u=0$ gives

$$U=A\left[\frac{u^4}{4}-\frac{(1+s)u^3}{3}+\frac{su^2}{2}\right].$$

A stationary point needs $V_y=K(y-h)=0$ and $V_x=U'-K(y-h)h'=0$. The first condition gives $y=h$, and the second then gives $U'=0$, so $u=0$, $s$ or $1$. At these points the Hessian is

$$H=\begin{pmatrix}U''+Kh'^2&-Kh'\\-Kh'&K\end{pmatrix},\qquad \det H=KU'' .$$

Differentiating the slope gives $U''=(A/a^2)[3u^2-2(1+s)u+s]$. This equals $As/a^2$ at $u=0$ and $A(1-s)/a^2$ at $u=1$, both positive, so these points are minima. At $u=s$ it equals $-As(1-s)/a^2$; the determinant is negative and the point is a saddle. The energies of the saddle and the final well, measured from the initial well, are

$$E_s=A\left[\frac{s^3}{6}-\frac{s^4}{12}\right]=\frac{As^3(2-s)}{12},\qquad E_f=\frac{A(2s-1)}{12}.$$

The example uses $a=0.32$ nm, $b=0.06$ nm, $K=1500$ eV/nm², $s=0.52$ and $E_s=2.2$ eV. Then $A=12(2.2)/[0.52^3(1.48)]=126.9$ eV and $E_f=0.423$ eV. The saddle is at $(0.1664,\,0.0598)$ nm, and its Hessian eigenvalues are $\lambda_1=-307.8$ and $\lambda_2=1506.8$ eV/nm².

The minimum-energy path is the steepest-descent curve $\dot{\mathbf R}=-\nabla V$ followed from the saddle into both wells. It is not the valley floor $y=h(x)$: on the floor the gradient is $(U',0)$, while the floor runs along $(1,h')$. Numerical integration gives a path of length $L=0.346$ nm that departs from the floor by up to 0.006 nm, measured along $y$.

## What the ordinary band computes

Suppose first that the images are joined by plain springs of constant $k$ and the total energy is minimized. On a path with curvature $c$, unit tangent $\mathbf t$ and normal $\mathbf n$, the neighbours of an image are at $\mathbf R_\pm\approx\mathbf R\pm\ell\mathbf t+\tfrac12c\ell^2\mathbf n$. The springs therefore pull sideways with

$$k(\mathbf R_++\mathbf R_--2\mathbf R)\approx kc\ell^2\mathbf n,$$

which draws the chain to the inside of the bend. The true force along the path also drags images downhill.

The nudged band removes both effects by projection. With $\boldsymbol\tau$ the unit tangent assigned to an image and $\mathbf F=-\nabla V$, the image moves under

$$\mathbf F^{\rm band}=\mathbf F-(\mathbf F\cdot\boldsymbol\tau)\boldsymbol\tau+k\big(|\mathbf R_+-\mathbf R|-|\mathbf R-\mathbf R_-|\big)\boldsymbol\tau .$$

The first two terms are perpendicular to $\boldsymbol\tau$ and the last is parallel to it, so at rest each part vanishes separately. The true force then lies along $\boldsymbol\tau$ and the spacings are equal. With one common $k$, its value drops out of these conditions; it affects how the band converges.

The tangent used here lies along the segment that joins the image to its neighbour of higher energy. It is always oriented from the initial well towards the final one, on both sides of the barrier, as the sign of the spring term requires. If an image is higher or lower than both neighbours, the two segments are added with weights equal to the larger and smaller of its two energy differences, the larger weight going to the segment of the higher neighbour. When a neighbour's energy crosses that of the image, the smaller weight passes through zero, so the tangent does not jump.

A segment of length $\ell$ makes an angle of about $c\ell/2$ with the local path. At rest the true force must share that wrong direction. If the offset varies slowly along the path, this requires a sideways displacement $\delta$ with $K_\perp\delta\approx|\mathbf F|c\ell/2$, where $K_\perp$ is the stiffness across the path. To leading order the offset is proportional to the spacing. Measured along $y$ at equal $x$, which slightly exceeds the perpendicular distance, the largest offset from the true path is 0.0020 nm with four interior images. With nineteen, whose spacing is about four times smaller, it is 0.0005 nm. The plain spring chain with four images and the same $k=500$ eV/nm² is off by 0.0126 nm on the same measure.

## How much the ordinary band misses

Let $q_1,q_2$ be displacements from the saddle along the two Hessian eigenvectors. To second order,

$$E_s-V=\tfrac12|\lambda_1|q_1^2-\tfrac12\lambda_2q_2^2 .$$

Steepest descent gives $\dot q_1=|\lambda_1|q_1$ and $\dot q_2=-\lambda_2q_2$: the first displacement grows and the second dies out, so the path leaves the saddle along the unstable direction. An image on the path at a small distance $d$ from the saddle therefore misses its energy by

$$\Delta E\approx\tfrac12|\lambda_1|d^2 .$$

With $N$ interior images the spacing is about $L/(N+1)$ and $d$ is at most about half of that. The largest expected miss is

$$\Delta E_{\rm half}\approx\frac{|\lambda_1|L^2}{8(N+1)^2}.$$

This is an estimate and not a strict bound, since it neglects higher orders and the offset of the images from the path.

The relaxed four-image band is:

| image | $x$ (nm) | $y$ (nm) | energy (eV) |
|---|---|---|---|
| 1 | 0.0635 | 0.0254 | 0.864 |
| 2 | 0.1259 | 0.0535 | 1.951 |
| 3 | 0.1943 | 0.0538 | 2.083 |
| 4 | 0.2563 | 0.0249 | 1.200 |

Image 3 is the highest and misses the saddle energy by $2.200-2.083=0.117$ eV. Its distance from the saddle is $d=0.0285$ nm, so the quadratic law gives $\tfrac12(307.8)(0.0285)^2=0.125$ eV, 7% above the actual miss.

Other image numbers give:

| $N$ | miss (eV) | half-spacing estimate (eV) |
|---|---|---|
| 2 | 0.360 | 0.511 |
| 3 | 0.006 | 0.287 |
| 4 | 0.117 | 0.184 |
| 6 | 0.050 | 0.094 |
| 19 | 0.006 | 0.011 |

The miss does not fall steadily. For odd $N$ one image sits near the middle of the path. If it is at $x=a/2=0.160$ nm, it is 0.0064 nm from the saddle along $x$, and $\tfrac12(307.8)(0.0064)^2=0.006$ eV. This accounts for both $N=3$ and $N=19$, which do equally well because they share a middle image. The success of three images comes from a saddle near mid-path. Agreement between two ordinary bands is thus no proof that either has reached the saddle.

## What the climbing setting changes

The highest image loses its springs and moves under

$$\mathbf F^{\rm climb}=\mathbf F-2(\mathbf F\cdot\boldsymbol\tau)\boldsymbol\tau=P\mathbf F,\qquad P=1-2\boldsymbol\tau\boldsymbol\tau^{T}.$$

Because $\boldsymbol\tau^T\boldsymbol\tau=1$,

$$P^2=1-4\boldsymbol\tau\boldsymbol\tau^T+4\boldsymbol\tau\boldsymbol\tau^T=1 .$$

If $P\mathbf F=0$, multiplying by $P$ gives $\mathbf F=0$. The image can rest at stationary points and nowhere else, even if the tangent is inaccurate. The tangent decides whether the saddle attracts the image.

Near the saddle $\mathbf F=-H\boldsymbol\delta$, where $\boldsymbol\delta$ is the displacement from it. Hold $\boldsymbol\tau$ fixed at an angle $\theta$ to the unstable eigenvector, with $0\le\theta\le90^\circ$. In continuous time, with unit mobility,

$$\dot{\boldsymbol\delta}=-PH\boldsymbol\delta .$$

The reflection $P$ has eigenvalues $-1$ and $+1$, so $\det(PH)=-\lambda_1\lambda_2=|\lambda_1|\lambda_2>0$. The trace is

$$\begin{aligned}\operatorname{tr}(PH)&=\lambda_1+\lambda_2-2\boldsymbol\tau^TH\boldsymbol\tau\\&=\lambda_1+\lambda_2-2(\lambda_1\cos^2\theta+\lambda_2\sin^2\theta)\\&=(\lambda_2-\lambda_1)\cos2\theta .\end{aligned}$$

A real two-by-two matrix with positive determinant has both eigenvalues in the right half-plane if and only if its trace is positive. The displacement therefore decays for $\theta<45^\circ$ and grows for $\theta>45^\circ$.

A numerical trial on the full surface shows the change. The image starts $10^{-5}$ nm from the saddle along $x$ and takes 300 steps of $10^{-4}$ nm²/eV times the climbing force. With the tangent fixed at $40^\circ$, turned anticlockwise from the unstable direction, its distance shrinks to 0.012 of the initial value; at $50^\circ$ it grows 169-fold. A start along $y$ gives 0.036 and 330 instead: the ratios change, but not the trend.

Finite steps add a condition. An eigenvalue $\mu$ of $PH$ multiplies its component by $1-\alpha\mu$ per step. For an aligned tangent $\mu=|\lambda_1|$ and $\lambda_2$, which requires $\alpha<2/\lambda_2=1.3\times10^{-3}$ nm²/eV here. This limit is for the climbing image alone with its tangent fixed; the whole band needs a shorter step. The four-image climbing band converges at $6\times10^{-4}$ nm²/eV but does not settle at $1.1\times10^{-3}$. Near $45^\circ$ the eigenvalues form a complex pair, with $|\mu|^2=|\lambda_1|\lambda_2$ and $2\,{\rm Re}\,\mu=(\lambda_2-\lambda_1)\cos2\theta$. Then $|1-\alpha\mu|<1$ requires

$$\alpha<\frac{(\lambda_2-\lambda_1)\cos2\theta}{|\lambda_1|\lambda_2},$$

and the permitted step shrinks to zero at $45^\circ$. A climbing image that circles without settling may thus have a poor tangent, a step that is too long, or both.

The $45^\circ$ limit belongs to two coordinates and a fixed tangent. In a real band the tangent turns as the images move. With more coordinates and $\boldsymbol\tau$ along an unstable eigenvector, $PH$ has the eigenvalues of $H$ with that one sign reversed. A saddle with one unstable direction then attracts, and one with two does not.

## The four-image band after climbing

Starting from the relaxed ordinary band, image 3 moves to $(0.1664,\,0.0598)$ nm and its energy becomes 2.2000 eV, the saddle value. The bands with $N=2$, 3, 6 and 19 reach the same energy. In the four-image band the final tangent is $0.3^\circ$ from the unstable direction, well inside the attracting range.

The neighbours adjust. The segments were all 0.068 nm long; now those before the saddle are 0.059 nm and those after it 0.082 nm. The springs equalize spacing on each side separately, because the climbing image no longer passes their pull across.

With steps of $3\times10^{-4}$ nm²/eV, until every force component was below $10^{-6}$ eV/nm, the four-image run took 183 ordinary and 169 climbing steps. That is $4(183+169)\approx1400$ force evaluations. The ordinary nineteen-image band took 2035 steps, or $19\times2035\approx39\,000$ evaluations, and still missed by 0.006 eV. These counts are for fixed-step descent at this strict tolerance with $k=500$ eV/nm²; another optimizer or spring constant would change them. The ordinary four-image stage alone takes 788 steps at $k=100$ and 65 at $k=1500$ eV/nm², and ends at the same band.

Interpolation is a fair competitor. Between neighbouring images, two energies and two slopes along the band determine a cubic. Joining such cubics through the ordinary four-image band gives a peak of 2.195 eV, only 0.005 eV below the saddle. On this smooth profile interpolation recovers most of the missing energy without further force evaluations. It does not supply a stationary geometry, which the vibrational analysis below needs.

## Choosing the related settings

**When to switch it on.** Relax the ordinary band until its highest image is clearly identified and its shape is smooth, then let that image climb. The first stage supplies the tangent; it need not be converged tightly.

**Number of images.** The climbing image removes the spacing error from the barrier, but the other images still have to define the tangent and reveal intermediate minima. Two interior images suffice on this single, gently curved barrier. A path with several barriers needs enough images to separate them. One climbing image finds one saddle, so a path with an intermediate minimum is best split there into two bands.

**Force tolerance.** Near the saddle $\boldsymbol\delta=-H^{-1}\mathbf F$, and the energy error is

$$V-E_s=\tfrac12\boldsymbol\delta^TH\boldsymbol\delta=\tfrac12\mathbf F^TH^{-1}\mathbf F,\qquad |V-E_s|\le\frac{|\mathbf F|^2}{2\min|\lambda|}.$$

A residual force of 0.1 eV/nm here gives at most $0.01/(2\times307.8)=1.6\times10^{-5}$ eV. Since $P$ preserves length, the climbing force can be used for this estimate. Softer modes in a full crystal demand a tighter tolerance.

**Final checks.** Inspect the true force on the climbing image, then its Hessian, which should have one negative eigenvalue. Descend to both sides to confirm which wells the saddle connects. None of this shows that the saddle is the lowest: a band explores the route on which it was started, and a different route needs a different initial band.

## What the missing energy does to a hop rate

In classical transition-state theory the hop rate is the one-way thermal flux through a line across the saddle, divided by the population of the well:

$$r=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\int_{\rm line}e^{-V/k_BT}\,d\ell}{\int_{\rm well}e^{-V/k_BT}\,dx\,dy}.$$

In the harmonic approximation, with the line along the stable eigenvector, the line integral is $e^{-E_s/k_BT}\sqrt{2\pi k_BT/\lambda_2}$ and the well integral is $2\pi k_BT/\sqrt{\det H_0}$, with $H_0$ the Hessian at the initial well. The powers of $k_BT$ cancel:

$$r=\frac1{2\pi}\sqrt{\frac{\det H_0}{m\lambda_2}}\;e^{-E_s/k_BT}.$$

For $m=32$ u and $T=800$ K, $k_BT=0.0689$ eV and the prefactor is $7.0\times10^{12}$ s⁻¹. The rate is 0.097 s⁻¹, a mean wait of about 10 s. With the prefactor held fixed, the ordinary four-image barrier would multiply this rate by $\exp(0.117/0.0689)=5.5$. At 300 K, where $k_BT=0.0259$ eV, the same miss would give a factor of about 90.

Several neglected effects can be sized. Evaluating the two integrals numerically on the full surface lowers the rate by 0.4% with the line at $x=sa$, and by 0.6% with the line along the stable eigenvector, as in the harmonic formula. For quantum vibrations, each stable mode contributes $\sinh z/z\approx1+z^2/6$, with $z=\hbar\omega/2k_BT$, in the numerator for the well and in the denominator for the saddle; the unstable mode contributes $z/\sin z\approx1+z^2/6$. Together they raise the rate by 1.1% at 800 K. The last factor diverges at $z=\pi$, which marks the tunnelling crossover $T=\hbar\omega_b/2\pi k_B=37$ K, where $\omega_b=\sqrt{|\lambda_1|/m}$. An unscreened lateral field of 1 MV/cm, or 0.1 V/nm, which corresponds to 1 V across 10 nm, does work $0.1\times0.1664=0.017$ eV on a unit charge moved to the saddle. If it favours the hop, the rate rises by a factor of 1.27.

The hop length, mass and barrier are roughly those of a sulfur vacancy in a molybdenum disulfide monolayer, for which about 0.3 nm and 2 eV are rough typical values. The stiffness and bulge are model choices. In a perfect sheet the two sites are equivalent; the 0.42 eV between the wells stands for a nearby perturbation and is not typical of an isolated vacancy. Real devices also break the assumption of a fixed surface: neighbouring atoms relax and vibrate, and the gate can change the vacancy's charge. The model cannot predict the resulting shift, but every 0.1 eV of barrier changes the rate at 800 K by a factor of 4.3, and one $k_B$ of omitted activation entropy changes it by 2.7. These factors are of the same order as the 5.5 that the climbing image removes. The setting locates the saddle of the energy surface it is given; the quality of that surface is a separate question.
